# Tangential pinching in memristive loops whose state repeats every half period

## Definitions and conventions

A memristive device with one internal state $x$ obeys

$$i=G(x,v)\,v,\qquad \dot x=f(x,v),\tag{1}$$

where $i$ is the current, $v$ the voltage and $G$ a finite conductance. $G$ and $f$ are smooth, subscripts such as $G_x$ denote partial derivatives, and dots denote time derivatives. The drive is $v(t)=V\sin\omega t$ with $V>0$ and period $P=2\pi/\omega$. The algebra is classical and holds in any consistent units. The numbers use V, mA, mS, mW, mJ, K and s, for which mS·V = mA and mS·V² = mW.

The voltage rises for $-P/4<t<P/4$ and falls during the next half period. If the rising branch has voltage $v$ at time $t$, the falling branch has it at $P/2-t$, because $\sin(\pi-\omega t)=\sin\omega t$. The current gap is

$$D(v)=i_{\rm rising}(v)-i_{\rm falling}(v).\tag{2}$$

Both branches contain the origin, since $G$ is finite. They cross there if $D$ changes sign at $v=0$. They touch without crossing if their slopes agree and $D$ has the same nonzero sign on both sides. Equal slopes alone are not enough: $v^3$ and $0$ are tangent at the origin and still cross.

The steady state is assumed to repeat every half period,

$$x(t+P/2)=x(t).\tag{3}$$

## A conductance with one harmonic

Suppose first that the conductance is a known function of time,

$$g(t)=g_0+b\sin2\omega t .$$

It repeats after $P/2$. With $\sin2\omega t=2\sin\omega t\cos\omega t$ and $\sin\omega t=v/V$, the two branches differ in the sign of the cosine: $\cos\omega t=\pm\sqrt{1-v^2/V^2}$, with plus for rising voltage. Hence

$$i_\pm=v\left[g_0\pm\frac{2bv}{V}\sqrt{1-\frac{v^2}{V^2}}\right],\qquad
D=\frac{4b}{V}\,v^2\sqrt{1-\frac{v^2}{V^2}}.\tag{4}$$

Both slopes at the origin are $g_0$. One factor $v$ in $D$ comes from Ohm's law and the other from the conductance difference. Their product is even, so the branches touch.

Two changes show what matters. Replacing $\sin2\omega t$ by $\cos2\omega t$ keeps the half-period repetition, but the cosine is equal at $t$ and $P/2-t$, so the branches coincide and no loop opens. Replacing it by $\cos\omega t$ breaks the repetition: the slopes become $g_0+b$ and $g_0-b$, and for $b\neq0$ the branches cross.

## A general scalar state

At equal voltage the falling branch has the state $x(P/2-t)$, which equals $x(-t)$ by (3). Therefore

$$D(v)=v\,[G(x(t),v)-G(x(-t),v)],\qquad \sin\omega t=v/V .\tag{5}$$

The slope of each branch at the origin is the limit of $i/v$. As $v\to0$ on either branch, the state tends to $x_0=x(0)=x(P/2)$, so both slopes equal $G(x_0,0)$. This proves tangency.

The sign of $D$ needs the next term. Only the part of $x(t)$ odd about $t=0$ enters the state difference. Let its first nonzero derivative have odd order $m$:

$$x(t)-x(-t)=\frac{2x^{(m)}(0)}{m!}t^m+O(t^{m+2}).$$

By the mean value theorem, the conductance difference in (5) is this state difference times $G_x$ at an intermediate state, and that factor is $G_x(x_0,0)+O(t)$. Near the origin $t=v/(V\omega)+O(v^3)$. Substitution gives

$$D(v)=\frac{2G_x(x_0,0)\,x^{(m)}(0)}{m!\,(V\omega)^m}\,v^{m+1}+O(v^{m+2}).\tag{6}$$

Since $m$ is odd, $m+1$ is even. If $G_x(x_0,0)\neq0$, the leading term has one sign on both sides of the origin, and the branches touch without crossing. If the odd part of $x$ vanishes identically, (5) gives $D=0$ and there is no loop. A third case is a threshold device with $f=0$ for all $|v|$ below some value: every derivative of $x$ vanishes at $t=0$, (6) does not apply, and the branches coincide over that whole voltage interval, while a loop can still open at larger $|v|$.

For $m=1$ the contact is quadratic:

$$D\simeq a v^2,\qquad a=\frac{2G_x(x_0,0)\,\dot x(0)}{V\omega}.\tag{7}$$

This requires a state that moves at zero voltage, that is, a volatile device. If $f(x,0)=0$, then $\dot x(0)=0$ and the contact is at least quartic.

**Quadratic limit.** Take $V=\omega=1$, $\dot x=v^2-x$ and $G=e^x(1+0.3v)$, all dimensionless. The periodic state is

$$x=\frac12-\frac{\cos2t+2\sin2t}{10}.$$

Thus $x_0=0.4$, $\dot x(0)=-0.4$ and $a=-0.8e^{0.4}=-1.19346$. Numerical integration, with $D/v^2$ averaged over $v=\pm0.02$, gives $-1.19333$. This conductance is not even in $v$, so the two gaps differ in size, but they have the same sign.

**Quartic limit.** Keep $G$, $V$ and $\omega$, and take $\dot x=2(v^4-\tfrac34v^2)$ with $x_0=0$. The mean of $\sin^4t$ is $3/8$ and that of $\sin^2t$ is $1/2$, so the net change over a half period is zero. Near $t=0$, $\dot x\simeq-\tfrac32t^2$, so $x^{(3)}(0)=-3$. Equation (6) gives $D\simeq2(-3)v^4/3!=-v^4$. The average of $D/v^4$ over $v=\pm0.03$ is $-0.99955$.

## Two ways to lose the result

The condition on $G_x$ cannot be dropped. With $\dot x=v^2-x$ as before, let $G=2+xv$. It is positive throughout the cycle, but $G_x=v$ vanishes at the origin. Equation (5) becomes

$$D=v^2[x(t)-x(-t)]=-\tfrac25v^2\sin2t\simeq-0.8v^3 .$$

The slopes are equal, yet the branches cross. The computed gaps at $v=0.1$ and $-0.1$ are $-7.96\times10^{-4}$ and $+7.96\times10^{-4}$.

Half-period repetition cannot be dropped either. For $\dot x=v/2$, $x(0)=0$ and $G=e^x$, the state is $x=(1-\cos t)/2$. It is 0 at one passage through the origin and 1 at the next. The slopes are 1 and $e$, and their difference, $-1.71828$, makes $D$ change sign. This is the behaviour of a bipolar state, which moves in opposite directions under opposite voltages.

## Several states

For a vector state, the pairing of times and the proof of equal slopes are unchanged. Suppose also that $G(x,v)=G(x,-v)$. Changing $v$ to $-v$ on a branch changes $t$ to $-t$, so (5) gives

$$D(-v)=-v[G(x(-t),v)-G(x(t),v)]=D(v).$$

The gap is even for any number of states. The branches then touch without crossing whenever $D$ is nonzero on both sides close to the origin. Without evenness, a sufficient condition is that the vector form of (7), with $G_x\dot x$ replaced by $\nabla_xG\cdot\dot x$, gives a nonzero $a$.

## When the state repeats

A natural source of (3) is a state equation that does not distinguish the polarity, $f(x,v)=f(x,-v)$, as for Joule heating $Gv^2$ when $G$ is even in $v$. The equation for $x$ is then unchanged by a time shift of $P/2$.

For a scalar state this is sufficient. Let $\phi$ map the state at $t=0$ to the state at $P/2$. Trajectories of a scalar equation cannot cross, so $\phi$ preserves order. If a $P$-periodic state had $\phi(x_0)>x_0$, a second application would give $\phi(\phi(x_0))>\phi(x_0)>x_0$, so it could not return after $P$. The opposite inequality fails in the same way. Hence $\phi(x_0)=x_0$. With several states this ordering argument is not available.

The device must also settle. Suppose trajectories stay in an interval where $f_x\le-\kappa<0$. The difference $w$ of two solutions obeys $\dot w=q(t)w$, where $q$ is the average of $f_x$ between them and $q\le-\kappa$. Thus $|w|$ decays at least as fast as $e^{-\kappa t}$, and all starts in the interval approach one periodic state.

## A self-heated thermistor

A bead thermistor has its temperature $T$ as state:

$$C\dot T=G(T)v^2-\delta(T-T_a),\qquad
G(T)=G_a\exp\left[-\frac{E}{k}\left(\frac1T-\frac1{T_a}\right)\right].\tag{8}$$

Here $T_a=300$ K, $E=0.30$ eV, $G_a=0.100$ mS, $\delta=1.0$ mW/K and $C=5.0$ mJ/K, so the thermal time is $\tau=C/\delta=5.0$ s. The drive has $V=8.0$ V and $P=60$ s, hence $\omega=0.10472$ rad/s.

At 300 K the temperature cannot fall, because the loss is zero. At 315 K the heating is at most 11.12 mW and the loss is 15.00 mW, so the temperature falls. Trajectories therefore stay between these values. In this interval $G_TV^2/\delta$ is at most 0.390, which gives $f_T\le-(1-0.390)/\tau=-0.122$ s⁻¹. From any start in this interval the bead settles to one cycle, between 301.2 and 306.7 K. Integration over full periods, with no half-period condition imposed, gives temperatures half a period apart that agree within $2\times10^{-13}$ K.

At zero voltage the bead is at 302.0614 K and cools at

$$\dot T(0)=-\frac{302.0614-300}{5.0}=-0.4123\ \text{K/s}.$$

With $G_T=0.004130$ mS/K, equation (7) gives

$$a=\frac{2(0.004130)(-0.4123)}{(8.0)(0.10472)}=-0.004065\ \text{mA/V}^2 .$$

The trajectory gives the same value to the digits shown, and both measured slopes are 0.108241 mS. Doubling $|v|$ from 0.1 to 0.2 V raises the gap fourfold, from $-0.000041$ to $-0.000163$ mA. The quadratic law has a limited range: at 4 V it gives $-0.065$ mA, against $-0.060$ mA from the full equation.

The negative sign follows from the cooling. The bead is hotter just before a voltage zero than just after it. At small positive voltage the rising branch comes after the zero, so it is cooler and carries less current. At small negative voltage the rising branch comes before the zero, so it is hotter and its current is more negative. In both cases the rising branch lies below the falling one.

## Area and the limits of slow and fast drive

For $G$ even in $v$, the conductance $g(t)$ along the cycle repeats every half period. Let $b$ now be its $\sin2\omega t$ Fourier coefficient. Then

$$\oint i\,dv=\int_0^P gV\sin\omega t\;V\omega\cos\omega t\,dt
=\frac{V^2\omega}{2}\int_0^P g\sin2\omega t\,dt
=\frac{V^2\omega}{2}\,\frac{bP}{2}=\frac{\pi V^2b}{2}.\tag{9}$$

This area has the unit of power, but it is not the dissipated power. Since $D$ is even, the two lobes contribute equally. For the bead $b=-0.009275$ mS, and (9) gives $-0.932$ mW; direct integration of the gap gives $-0.466$ mW for each lobe. Both lobes are traversed counterclockwise. In the bipolar example above, $D$ has opposite signs at positive and negative voltage, so its lobes are traversed in opposite senses.

The single-harmonic gap (4) is largest at $v^2=2V^2/3$, where it equals $8|b|V/(3\sqrt3)$. For the bead this is 0.114 mA at 6.53 V. The full gap peaks at 0.119 mA and 6.69 V. The difference comes from the sine terms of higher even harmonics in $g$, since the cosine terms cancel between the branches.

The frequency dependence can be derived for weak heating. Put $G\simeq G_a$ in the heating term and write $\theta=T-T_a$:

$$\tau\dot\theta+\theta=h(1-\cos2\omega t),\qquad h=\frac{G_aV^2}{2\delta}.$$

For the oscillating part, try $A\cos2\omega t+B\sin2\omega t$. The cosine terms give $A+2\omega\tau B=-h$ and the sine terms give $B=2\omega\tau A$. Multiplying $B$ by $G_T$ gives

$$b\simeq-G_T\,h\,\frac{2\omega\tau}{1+4\omega^2\tau^2}.\tag{10}$$

At fixed $V$, the loop closes for slow drive, where the temperature follows $v^2$ without lag, and for fast drive, where it hardly varies. The slow limit holds only below thermal runaway. The static curve $G(T)v^2=\delta(T-T_a)$ of (8) folds back at about 10.2 V and 332 K. For larger $V$ the temperature jumps off the low branch, the loop stays open however slow the drive, and a real bead needs a current limit. In this approximation the area is largest at $2\omega\tau=1$; the example has 1.05. In the full equation at 8 V the maximum lies near $2\omega\tau=0.83$. With $h=3.2$ K and $G_T=0.00413$ mS/K, (10) gives $b\simeq-0.0066$ mS, about 29% smaller in magnitude than the full value. The estimate therefore serves for the trend, not for an accurate area.

## Imperfect symmetry and the real bead

If a small effect breaks half-period repetition and leaves a slope difference $s$, then near the origin

$$D\simeq sv+av^2=v(s+av).\tag{11}$$

The contact splits into two crossings, at $v=0$ and $v\simeq-s/a$. A source offset of 0.010 V gives $s=-3.70\times10^{-5}$ mS and a predicted second crossing at $-0.0091$ V, which the full equation confirms. Peltier heating at unequal contacts acts similarly, because it is odd in the current. A rough Seebeck coefficient of 0.5 mV/K with 10% imbalance puts the second crossing at $|v|\simeq0.014$ V, on the side set by which contact dominates. This estimate counts only the heat. The thermoelectric voltage that accompanies it leaves the second crossing at about 0.014 V but moves the first off the origin, by about 0.0014 V to the opposite side.

The parameters are rough values for a bead 1.5 mm across, cooled by still air and by its leads, and the loop is a model result, not a measurement. Conduction into still air and radiation account for only about 0.3 mW/K, so much of the assumed cooling must pass through the leads. Of the symmetry-breaking effects sized here, ambient drift is the largest: if the bead temperature simply follows the ambient, 0.1 K per half period gives a slope difference of $4.1\times10^{-4}$ mS, about 0.4% of the slope, and an estimated second crossing near $|v|=0.10$ V. Self-heating feedback raises both values by about 10%. A cooling coefficient that rises by 0.2% per kelvin lowers the largest gap by 1.7% but preserves the tangency. If the 8 V falls across the full 1.5 mm of the bead, field-dependent hopping over 0.3 nm changes the conductance by about $2\times10^{-10}$ of its value; leads 0.2 mm apart would raise this to about $9\times10^{-9}$, still negligible. Heat spreads through the bead in about 0.06 s, short compared with $\tau$, which supports a single temperature as a first approximation, although heat leaving through the leads makes the temperature uneven near them.

Stray capacitance moves both branches off the origin. For 10 pF the extra current at $v=0$ is $+8.4\times10^{-9}$ mA on the rising branch and the opposite on the falling one. The gap becomes $1.7\times10^{-8}\ \text{mA}+av^2$. Since $a$ is negative, it vanishes at $v\simeq\pm0.002$ V: the tangential contact is replaced by two crossings about 4 mV apart. A measurement can therefore establish the tangency only down to the voltage at which drift, offset or capacitance takes over. The numerical output lists the values behind most of these estimates.

## Calculated quantities

```
ambient 300 K; activation energy 0.30 eV
conductance at ambient 0.100 mS
cooling 1.0 mW/K; heat capacity 5.0 mJ/K
thermal time 5.0 s; drive 8.0 V, period 60 s
angular frequency 0.10472 rad/s
trapping interval 300 to 315 K
at its top: heating <= 11.12 mW, loss 15.00 mW
largest heating feedback / cooling 0.390 (no unit)
half-period temperature mismatch 1.7e-13 K
temperature range 301.176 to 306.656 K
temperature at v=0: 302.0614 K; rate -0.4123 K/s
dG/dT at v=0: 0.004130 mS/K
origin slope, rising 0.108241 mS
origin slope, falling 0.108241 mS
gap coefficient a, formula -0.004065 mA/V^2
gap coefficient a, trajectory -0.004065 mA/V^2
v  -6.0 V: rise -0.759376, fall -0.647239, gap -0.112137 mA
v  -4.0 V: rise -0.479441, fall -0.419191, gap -0.060250 mA
v  -2.0 V: rise -0.226553, fall -0.210538, gap -0.016015 mA
v  -0.2 V: rise -0.021732, fall -0.021569, gap -0.000163 mA
v  -0.1 V: rise -0.010845, fall -0.010804, gap -0.000041 mA
v   0.1 V: rise 0.010804, fall 0.010845, gap -0.000041 mA
v   0.2 V: rise 0.021569, fall 0.021732, gap -0.000163 mA
v   2.0 V: rise 0.210538, fall 0.226553, gap -0.016015 mA
v   4.0 V: rise 0.419191, fall 0.479441, gap -0.060250 mA
v   6.0 V: rise 0.647239, fall 0.759376, gap -0.112137 mA
largest gap 0.11947 mA at |v| = 6.69 V
signed lobe areas: v>0 -0.46620, v<0 -0.46620 mW
sin(2wt) coefficient b -0.009275 mS
total area from b -0.93241 mW
skewed G: gap/v^2 -1.19333, formula -1.19346 (no unit)
resting state: gap/v^4 -0.99955, formula -1.00000 (no unit)
blind G: gaps at v=+0.1,-0.1: -7.960e-04, 7.960e-04 (no unit)
blind G: power of v in gap 2.998 (no unit)
bipolar device: slope difference -1.71828 (no unit)
source offset 0.010 V: slope difference -3.699e-05 mS
  second crossing -0.00910 V, formula -0.00910 V
Seebeck 5.0e-04 V/K; contact imbalance 10 %
  net Peltier voltage 0.0150 V; slope difference -5.823e-05 mS
  second crossing -0.01433 V
ambient drift 0.1 K per half period: slope difference 4.130e-04 mS
  estimated second crossing at |v| = 0.1016 V
cooling rises 0.2 %/K: largest gap changes -1.72 %
stray capacitance 10 pF: current at v=0 8.38e-09 mA
bead diameter 1.5 mm; hop length 0.3 nm
field-dependent hopping: conductance change 1.6e-10 (no unit)
heat diffusivity 1.0 mm^2/s; internal time 0.057 s
```
